# Distance Scaling of sp and d-d Hopping in Solids: test program

```python
"""
Result under test
 (A) sp hoppings matched to free-electron bands of a simple cubic crystal:
     V = eta hbar^2/(m d^2), eta(ss sigma) = -pi^2/8, eta(pp sigma) = 3 pi^2/8,
     eta(pp pi) = -pi^2/8, eta(sp sigma) = (pi/4) sqrt(pi^2 - 4).
 (B) d-d hoppings between wells whose d level lies at the flat outer potential:
     V = eta hbar^2 r_d^3/(m d^5), eta(sigma, pi, delta) = -15, 10, -5/2,
     where the normalized radial function outside the well is r_d^(3/2)/r^3.
Symbols: d = neighbour distance, R = well radius, m = electron mass,
 E0 = hbar^2 pi^2/(2 m d^2).  Part B is computed with R = 1 and with
 energies in hbar^2/(m R^2), and converted to SI for the example.
"""
import itertools
from math import factorial
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import lpmv, spherical_jn, spherical_in, spherical_kn

hbar2_over_m = const.hbar**2 / const.m_e
eV = const.e
nm = 1e-9

# ---------------- Part A: sp bands against free electrons ----------------
eta_sp_set = {
    "ss_sigma": -np.pi**2 / 8,
    "sp_sigma": np.pi / 4 * np.sqrt(np.pi**2 - 4),
    "pp_sigma": 3 * np.pi**2 / 8,
    "pp_pi": -np.pi**2 / 8,
}


def bloch_matrix(k, d):
    """Explicit Slater-Koster sum over the six neighbours; basis s, px, py, pz."""
    V = {name: eta * hbar2_over_m / d**2 for name, eta in eta_sp_set.items()}
    E0 = hbar2_over_m * np.pi**2 / (2 * d**2)
    H = np.diag([1.5 * E0, 3.5 * E0, 3.5 * E0, 3.5 * E0]).astype(complex)
    for axis in range(3):
        for sign in (1, -1):
            u = np.zeros(3)
            u[axis] = sign
            hop = np.zeros((4, 4))
            hop[0, 0] = V["ss_sigma"]
            hop[0, 1:] = V["sp_sigma"] * u
            hop[1:, 0] = -V["sp_sigma"] * u
            hop[1:, 1:] = (V["pp_pi"] * np.eye(3)
                           + (V["pp_sigma"] - V["pp_pi"]) * np.outer(u, u))
            H += hop * np.exp(1j * d * np.dot(k, u))
    return H


def free_levels(k, d):
    shifts = itertools.product(range(-2, 3), repeat=3)
    return np.sort([hbar2_over_m / 2 * np.sum((k + 2 * np.pi / d * np.array(g))**2)
                    for g in shifts])


d_example = 0.300 * nm
for d in (d_example, 0.9 * d_example):
    E0 = hbar2_over_m * np.pi**2 / (2 * d**2)
    for corner in ([0, 0, 0], [1, 0, 0], [1, 1, 1]):
        k = np.pi / d * np.array(corner)
        bands = np.linalg.eigvalsh(bloch_matrix(k, d))
        assert np.allclose(bands / E0, free_levels(k, d)[:4] / E0, atol=1e-10)
    # at M the fourth lowest plane-wave combination has d symmetry
    k = np.pi / d * np.array([1, 1, 0])
    bands_M = np.linalg.eigvalsh(bloch_matrix(k, d)) / E0
    free_M = free_levels(k, d) / E0
    assert np.allclose(bands_M[:3], free_M[:3], atol=1e-10)
    assert np.min(abs(free_M - bands_M[3])) < 1e-10
    # free-electron mass at the zone centre, in two directions
    bottom = np.linalg.eigvalsh(bloch_matrix(np.zeros(3), d))[0]
    for direction in ([1, 0, 0], [1, 1, 1]):
        k = 0.01 / d * np.array(direction) / np.linalg.norm(direction)
        rise = np.linalg.eigvalsh(bloch_matrix(k, d))[0] - bottom
        mass_ratio = hbar2_over_m * np.dot(k, k) / (2 * rise)
        assert abs(mass_ratio - 1) < 1e-4  # quartic band terms are of order k^2 d^2

E0 = hbar2_over_m * np.pi**2 / (2 * d_example**2)
k_mid = np.array([np.pi / (2 * d_example), 0, 0])
H_mid = bloch_matrix(k_mid, d_example)
mid_tb = np.linalg.eigvalsh(H_mid)[:2] / E0
mid_free = free_levels(k_mid, d_example)[:2] / E0
gap_s = H_mid[0, 0].real / E0 - mid_free[0]
gap_p = H_mid[1, 1].real / E0 - mid_free[0]
eta_sp_mid = np.sqrt(gap_s * gap_p) / 2 * np.pi**2 / 2
assert abs(eta_sp_mid - 3 * np.pi**2 / 16) < 1e-9

# ---------------- Part B: d-d hopping between spherical wells ----------------
eta_dd = np.array([-15.0, 10.0, -2.5])
names_dd = ("dd sigma", "dd pi", "dd delta")
x0 = brentq(lambda x: spherical_jn(1, x), 4.0, 5.0, xtol=1e-15, rtol=1e-14)
nodes, weights = np.polynomial.legendre.leggauss(48)


def angular(l, m, c):
    """Polar part of a spherical harmonic, normalized over c = cos(theta)."""
    norm = np.sqrt((2 * l + 1) / 2 * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, c)


def inner(r):
    return spherical_jn(2, x0 * r) / spherical_jn(2, x0)


norm_inside = quad(lambda r: inner(r)**2 * r**2, 0, 1)[0]
norm_tail = quad(lambda r: r**-4, 1, np.inf)[0]
rd3 = 1 / (norm_inside + norm_tail)
assert abs(rd3 - 6 / 5) < 1e-8
# the level is at zero energy: logarithmic derivative equals that of r^-3
assert abs(x0 * spherical_jn(2, x0, derivative=True) / spherical_jn(2, x0) + 3) < 1e-10

# tail expansion about the neighbour, and hopping as a volume integral
d_test = 5.0
tail_coefficients, hopping_quadrature = [], []
for m in range(3):
    def projected_tail(r):
        z = d_test + r * nodes
        r1 = np.sqrt(z**2 + r**2 * (1 - nodes**2))
        return np.sum(weights * angular(2, m, nodes)
                      * angular(2, m, z / r1) / r1**3)
    tail_coefficients.append(projected_tail(0.7) * d_test**5 / 0.7**2)
    radial = quad(lambda r: r**2 * inner(r) * projected_tail(r), 0, 1)[0]
    hopping_quadrature.append(-x0**2 / 2 * rd3 * radial)
expected_B = [(-1)**m * 24 / (factorial(2 + m) * factorial(2 - m)) for m in range(3)]
assert np.allclose(tail_coefficients, expected_B, atol=1e-8)
assert np.allclose(hopping_quadrature, eta_dd * rd3 / d_test**5, rtol=1e-7)


# atomic-sphere version: outer function r^-3 + p(E) r^2, orbital normalized in sphere
def potential_function(energy):
    q = np.sqrt(x0**2 + 2 * energy)
    D = q * spherical_jn(2, q, derivative=True) / spherical_jn(2, q)
    return (D + 3) / (2 - D)


step = 1e-4
slope_p = (potential_function(step) - potential_function(-step)) / (2 * step)
rd3_sphere = 1 / norm_inside
assert abs(slope_p + 2 / (5 * rd3_sphere)) < 1e-6


def matching_determinant(kappa, d, m, lmax=6):
    """Two square wells at energy -kappa^2/2, mirror-even state, all l up to lmax."""
    q = np.sqrt(x0**2 - kappa**2)
    ls = range(m, lmax + 1)
    r2 = np.sqrt(1 + d**2 - 2 * d * nodes)
    c2 = (d - nodes) / r2
    M = np.zeros((len(ls), len(ls)))
    outer = [kappa**(l + 1) * spherical_kn(l, kappa * r2) * angular(l, m, c2)
             for l in ls]
    for a, l in enumerate(ls):
        j = spherical_jn(l, q)
        qdj = q * spherical_jn(l, q, derivative=True)
        growth = (kappa * spherical_in(l, kappa, derivative=True)
                  / spherical_in(l, kappa))
        for b in range(len(ls)):
            amplitude = np.sum(weights * angular(l, m, nodes) * outer[b])
            M[a, b] = amplitude * (growth * j - qdj)
        K = kappa**(l + 1) * spherical_kn(l, kappa)
        dK = kappa**(l + 2) * spherical_kn(l, kappa, derivative=True)
        M[a, a] += dK * j - qdj * K
    return np.linalg.det(M)


def bonding_ratio(d, m):
    """Two-well bonding energy divided by the leading-order hopping magnitude."""
    kappa_sq = 2 * abs(eta_dd[m]) * rd3 / d**5

    def f(ratio):
        return matching_determinant(np.sqrt(ratio * kappa_sq), d, m)
    grid = np.linspace(0.3, 2.0, 35)
    values = np.array([f(g) for g in grid])
    crossings = np.where(values[:-1] * values[1:] < 0)[0]
    assert len(crossings) == 1
    i = crossings[0]
    return brentq(f, grid[i], grid[i + 1], xtol=1e-10)


distances = (5.0, 10.0, 20.0, 40.0)
ratios = np.array([[bonding_ratio(d, m) for d in distances] for m in range(3)])
assert np.all(abs(ratios[:, 2] - 1) < 0.01)
assert np.all(abs(ratios[:, 3] - 1) < 0.002)
exponents = np.log2(ratios[:, 3] / ratios[:, 2]) - 5
energies_20 = ratios[:, 2] * abs(eta_dd) * rd3 / 20.0**5
energies_40 = ratios[:, 3] * abs(eta_dd) * rd3 / 40.0**5
exponents = np.log(energies_40 / energies_20) / np.log(2)
assert np.all(abs(exponents + 5) < 0.01)

# ---------------- Worked example ----------------
R_well = 0.060 * nm
rd_SI = rd3**(1 / 3) * R_well
depth = hbar2_over_m * x0**2 / (2 * R_well**2)
print(f"hbar^2/m = {hbar2_over_m / eV / nm**2:.5f} eV nm^2")
print(f"spacing d = {d_example / nm:.3f} nm")
print(f"hbar^2/(m d^2) = {hbar2_over_m / d_example**2 / eV:.4f} eV")
print(f"E0 = {E0 / eV:.4f} eV")
for name, eta in eta_sp_set.items():
    V1 = eta * hbar2_over_m / d_example**2 / eV
    V2 = eta * hbar2_over_m / (0.9 * d_example)**2 / eV
    print(f"{name}: eta = {eta:.4f}, V = {V1:.4f} eV, at 0.9 d: {V2:.4f} eV")
print(f"matched eps_s = {1.5 * E0 / eV:.3f} eV, eps_p = {3.5 * E0 / eV:.3f} eV")
print("levels at M, tight binding (E0):", np.round(bands_M, 4))
print(f"mid Gamma-X, band 1: TB {mid_tb[0]:.4f}, free {mid_free[0]:.4f} E0")
print(f"mid Gamma-X, band 2: TB {mid_tb[1]:.4f}, free {mid_free[1]:.4f} E0")
print(f"eta sp sigma if band 1 is matched at mid-zone = {eta_sp_mid:.4f}")
print(f"well radius R = {R_well / nm:.3f} nm, d/R = {d_example / R_well:.2f}")
print(f"q R at zero d energy = {x0:.5f}, well depth = {depth / eV:.2f} eV")
print(f"norm integrals (R^3 units): inside {norm_inside:.5f}, tail {norm_tail:.5f}")
print(f"r_d^3/R^3 = {rd3:.5f}, r_d = {rd_SI / nm:.5f} nm")
print(f"r_d^3/R^3 with sphere normalization = {rd3_sphere:.5f}")
print(f"slope of potential function = {slope_p:.5f} m R^2/hbar^2 (R = 1 tail units)")
print("tail coefficients B (m = 0, 1, 2):", np.round(tail_coefficients, 6))
for m, name in enumerate(names_dd):
    V1 = eta_dd[m] * hbar2_over_m * rd_SI**3 / d_example**5 / eV
    V2 = eta_dd[m] * hbar2_over_m * rd_SI**3 / (0.9 * d_example)**5 / eV
    Vq = hopping_quadrature[m] * hbar2_over_m / R_well**2 / eV
    print(f"{name}: eta = {eta_dd[m]:.1f}, V = {V1:.5f} eV, at 0.9 d: {V2:.5f} eV")
    print(f"  V by volume quadrature = {Vq:.5f} eV")
    print(f"  two-well bonding energy = {-ratios[m, 0] * abs(V1):.5f} eV")
print("two-well bonding energy / leading hopping, d/R = 5, 10, 20, 40:")
for m, name in enumerate(names_dd):
    print(f"  {name}: " + ", ".join(f"{r:.5f}" for r in ratios[m]))
    print(f"  exponent between d/R = 20 and 40: {exponents[m]:.4f}")
print(f"growth for 10% shorter d: sp {0.9**-2:.4f}, dd {0.9**-5:.4f}")
print("all assertions hold")
```

Output:

```
hbar^2/m = 0.07620 eV nm^2
spacing d = 0.300 nm
hbar^2/(m d^2) = 0.8467 eV
E0 = 4.1781 eV
ss_sigma: eta = -1.2337, V = -1.0445 eV, at 0.9 d: -1.2895 eV
sp_sigma: eta = 1.9028, V = 1.6110 eV, at 0.9 d: 1.9889 eV
pp_sigma: eta = 3.7011, V = 3.1336 eV, at 0.9 d: 3.8686 eV
pp_pi: eta = -1.2337, V = -1.0445 eV, at 0.9 d: -1.2895 eV
matched eps_s = 6.267 eV, eps_p = 14.623 eV
levels at M, tight binding (E0): [2. 2. 2. 6.]
mid Gamma-X, band 1: TB 0.2372, free 0.2500 E0
mid Gamma-X, band 2: TB 2.7628, free 2.2500 E0
eta sp sigma if band 1 is matched at mid-zone = 1.8506
well radius R = 0.060 nm, d/R = 5.00
q R at zero d energy = 4.49341, well depth = 213.68 eV
norm integrals (R^3 units): inside 0.50000, tail 0.33333
r_d^3/R^3 = 1.20000, r_d = 0.06376 nm
r_d^3/R^3 with sphere normalization = 2.00000
slope of potential function = -0.20000 m R^2/hbar^2 (R = 1 tail units)
tail coefficients B (m = 0, 1, 2): [ 6. -4.  1.]
dd sigma: eta = -15.0, V = -0.12192 eV, at 0.9 d: -0.20647 eV
  V by volume quadrature = -0.12192 eV
  two-well bonding energy = -0.11909 eV
dd pi: eta = 10.0, V = 0.08128 eV, at 0.9 d: 0.13765 eV
  V by volume quadrature = 0.08128 eV
  two-well bonding energy = -0.07976 eV
dd delta: eta = -2.5, V = -0.02032 eV, at 0.9 d: -0.03441 eV
  V by volume quadrature = -0.02032 eV
  two-well bonding energy = -0.02017 eV
two-well bonding energy / leading hopping, d/R = 5, 10, 20, 40:
  dd sigma: 0.97676, 0.99664, 0.99957, 0.99995
  exponent between d/R = 20 and 40: -4.9995
  dd pi: 0.98126, 0.99734, 0.99966, 0.99996
  exponent between d/R = 20 and 40: -4.9996
  dd delta: 0.99282, 0.99902, 0.99988, 0.99998
  exponent between d/R = 20 and 40: -4.9998
growth for 10% shorter d: sp 1.2346, dd 1.6935
all assertions hold
```
